# Optical rotation by oriented molecules: magnetic dipole and electric quadrupole terms, part 1

(Sections cited here and not found follow in the later parts.)

A beam of linearly polarized light crosses a sample in which the molecules do not tumble freely: a stretched film, an aligned liquid-crystal host, or a crystal regarded as a dilute array of oriented molecules. The plane of polarization may turn, and the angle depends on the direction in which the light passes through each molecule. For a fluid the rotation is fixed by one number, the trace of the electric dipole–magnetic dipole polarizability $G'_{\alpha\beta}$. For light along the $z$ axis of an oriented molecule the obvious candidate is the transverse part of that trace, $G'_{xx}+G'_{yy}$. Unless $z$ is a principal axis of the polarizability, however, this quantity changes when the point about which the magnetic moment $\mathbf r\times\mathbf p$ is taken is moved, and a measured angle cannot depend on such a choice. What is missing is the electric quadrupole, which couples to the gradient of the electric field at the same order in the wave number as the magnetic dipole couples to the magnetic field. The two together give the Buckingham–Dunn rotation, and both come from a single operator, the current weighted with the phase of the wave.

Take a molecule with fixed nuclei and mobile particles of charge $q$ and mass $m$ (sums over particles are written $\sum$ without an index), with Hamiltonian $H_0=\sum p^2/2m+V$, where $V$ is a real local function of the coordinates. The ground state $|0\rangle$ is non-degenerate, no static field is present, and spin is left out, which is exact for a closed-shell singlet without spin–orbit coupling at first order in the wave number, where only the total spin operator enters and annihilates that state. Since $H_0$ is real, all eigenfunctions $|j\rangle$ can be chosen real; their excitation frequencies are $\omega_j=(E_j-E_0)/\hbar$, and $O_{0j}$ stands for $\langle 0|O|j\rangle$. The light frequency $\omega$ lies away from every $\omega_j$, so that damping can be ignored. There are $N$ molecules per volume at random positions; they do not interact, and each feels the macroscopic field without a local-field correction. In the gauge with zero scalar potential the wave is

$$\mathbf A(\mathbf r,t)=\mathrm{Re}\left[A_0\,\mathbf e\,e^{i(kz-\omega t)}\right],\qquad \mathbf E=-\partial_t\mathbf A,$$

with a complex unit vector $\mathbf e$ in the $xy$ plane, so that the complex amplitude of the electric field is $i\omega A_0\mathbf e$. The axes are right-handed.

Replacing $\mathbf p$ by $\mathbf p-q\mathbf A$ gives, to first order in $A_0$, the perturbation $-\sum (q/2m)(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$. For $\alpha=x,y$ the momentum $p_\alpha$ commutes with $e^{ikz}$, so no ordering question arises, and with

$$J_\alpha=\sum\frac{q}{m}\,p_\alpha e^{ikz},\qquad J_\alpha^\dagger=\sum\frac{q}{m}\,p_\alpha e^{-ikz},$$

the perturbation is $\tfrac12(We^{-i\omega t}+W^\dagger e^{i\omega t})$ with $W=-A_0e_\beta J_\beta$. Repeated Greek indices are summed. Write the state as $e^{-iE_0t/\hbar}\left(|0\rangle+\sum_{j\ne0}c_j|j\rangle\right)$. To first order the Schrödinger equation reads $i\hbar\dot c_j=\hbar\omega_jc_j+\tfrac12(W_{j0}e^{-i\omega t}+(W^\dagger)_{j0}e^{i\omega t})$. Inserting a trial term proportional to each exponential gives the driven solution

$$c_j=-\frac{1}{2\hbar}\left[\frac{W_{j0}\,e^{-i\omega t}}{\omega_j-\omega}+\frac{(W^\dagger)_{j0}\,e^{i\omega t}}{\omega_j+\omega}\right].$$

The first-order change of an expectation value is $\sum_j(c_jO_{0j}+c_j^*O_{j0})$. Its part proportional to $\tfrac12e^{-i\omega t}$ takes the first term of $c_j$ and the conjugate of the second, for which $(W^\dagger)_{j0}^*=W_{0j}$:

$$\langle O\rangle_\omega=-\frac1\hbar\sum_{j\neq0}\left[\frac{O_{0j}W_{j0}}{\omega_j-\omega}+\frac{W_{0j}O_{j0}}{\omega_j+\omega}\right].\tag{1}$$

The operator $O$ that matters is fixed by the averaging over positions. A molecule at the origin carries an induced current density of amplitude $\mathbf g(\mathbf r)$. The same molecule displaced to $\mathbf R$ sees the field multiplied by $e^{ikZ}$ and carries $e^{ikZ}\mathbf g(\mathbf r-\mathbf R)$. The mean current density is $N\int d^3R\,e^{ikZ}\mathbf g(\mathbf r-\mathbf R)$, and the substitution $\mathbf s=\mathbf r-\mathbf R$ turns it into $Ne^{ikz}\int d^3s\,\mathbf g(\mathbf s)e^{-iks_z}$. Only the Fourier component of the molecular current at the wave vector of the light survives. The current density operator is $\sum (q/2m)\{\mathbf p,\delta(\mathbf r-\mathbf r_i)\}-\sum (q^2/m)\mathbf A\,\delta(\mathbf r-\mathbf r_i)$. Multiplied by $e^{-ikz}$ and integrated, the first term becomes $J_\alpha^\dagger$. In the second term the factor $e^{-ikz}$ cancels the phase of the $e^{-i\omega t}$ part of $\mathbf A$ and leaves the constant $-A_0e_\alpha\sum q^2/m$. Using (1) with $O=J_\alpha^\dagger$, the mean current has amplitude $NA_0\omega^2\tilde\alpha_{\alpha\beta}e_\beta\,e^{ikz}$, where

$$\tilde\alpha_{\alpha\beta}(\omega,k)=\frac{1}{\omega^2}\left[\chi_{\alpha\beta}-\delta_{\alpha\beta}\sum\frac{q^2}{m}\right],\qquad \chi_{\alpha\beta}=\frac1\hbar\sum_{j\ne0}\left[\frac{(J_\alpha^\dagger)_{0j}(J_\beta)_{j0}}{\omega_j-\omega}+\frac{(J_\beta)_{0j}(J_\alpha^\dagger)_{j0}}{\omega_j+\omega}\right].\tag{2}$$

The factor $\omega^2$ makes $\tilde\alpha$ a polarizability: a polarization $\mathbf P=N\tilde\alpha\mathbf E$ has current $-i\omega\mathbf P=-i\omega N\tilde\alpha\,(i\omega A_0\mathbf e)=N\omega^2\tilde\alpha A_0\mathbf e$. No expansion in $k$ has been made, and one property of (2) is already exact. Measuring positions from a new origin $\mathbf a$ replaces $z$ by $z-a_z$, multiplies $J_\beta$ by $e^{-ika_z}$ and $J_\alpha^\dagger$ by $e^{+ika_z}$, and leaves every product in $\chi$ unchanged. Therefore $\tilde\alpha$ is independent of origin for every $k$, and so is each coefficient of its expansion in powers of $k$. Any origin dependence met below belongs to pieces into which such a coefficient has been cut.

Maxwell's equations in this gauge are $\nabla\times\nabla\times\mathbf A+\ddot{\mathbf A}/c^2=\mu_0\mathbf j$. The transverse components give $(k^2-\omega^2/c^2)e_\alpha=\mu_0N\omega^2\tilde\alpha_{\alpha\beta}e_\beta$. With $k=n\omega/c$ and $\mu_0c^2=1/\varepsilon_0$,

$$(n^2-1)\,e_\alpha=\frac{N}{\varepsilon_0}\,\tilde\alpha_{\alpha\beta}\,e_\beta .\tag{3}$$

For an oriented molecule with $\alpha_{xz}$ or $\alpha_{yz}$ different from zero the transverse field also drives a current along $z$. The longitudinal equation $-\omega^2A_z/c^2=\mu_0j_z$ then gives an $A_z$ of first order in $N\alpha/\varepsilon_0$, whose effect back on (3) is of second order. It is dropped together with the local field, which enters at the same order.

The reality of the eigenfunctions fixes the form of $\tilde\alpha$. Write $J_\beta=-i\hbar\sum(q/m)\,\partial_\beta(\cos kz+i\sin kz)$ and $(J_\beta)_{j0}=-i\hbar(C_\beta+iS_\beta)$, where $C_\beta$ and $S_\beta$ are the real matrix elements of $\sum(q/m)\cos(kz)\partial_\beta$ and $\sum(q/m)\sin(kz)\partial_\beta$. Integration by parts moves $\partial_\beta$ from one real function to the other with a change of sign, and it does not act on a function of $z$, so these matrices are antisymmetric and $(J_\beta)_{0j}=-(J_\beta)_{j0}$. Then $(J^\dagger_\alpha)_{0j}=(J_\alpha)_{j0}^*$ and $(J_\alpha^\dagger)_{j0}=(J_\alpha)_{0j}^*=-(J_\alpha)_{j0}^*$. The two minus signs in the second numerator of (2) cancel, both numerators equal the same quantity $P^{\,j}_{\alpha\beta}$, and the denominators combine as $1/(\omega_j-\omega)+1/(\omega_j+\omega)=2\omega_j/(\omega_j^2-\omega^2)$:

$$\chi_{\alpha\beta}=\frac2\hbar\sum_{j\neq0}\frac{\omega_jP^{\,j}_{\alpha\beta}}{\omega_j^2-\omega^2},\qquad P^{\,j}_{\alpha\beta}=(J_\alpha^\dagger)_{0j}(J_\beta)_{j0}=\hbar^2\left[C_\alpha C_\beta+S_\alpha S_\beta+i\,(C_\alpha S_\beta-S_\alpha C_\beta)\right].\tag{4}$$

Since $C$ is even and $S$ is odd in $k$, the real part of $\tilde\alpha$ is symmetric and even in $k$, and the imaginary part is antisymmetric and odd in $k$. The tensor is Hermitian, as a lossless medium requires; its diagonal has no term odd in $k$; and the whole odd part is one real number. Define $D_z$ through

$$\tilde\alpha_{xy}-\tilde\alpha_{yx}=2i\,\frac{k}{\omega}\,D_z .\tag{5}$$

Because the left side is odd in $k$, $D_z$ is a constant plus terms of order $k^2$.

The relation between $D_z$ and the rotation angle needs a convention. The vector $\mathbf e_L=(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$ gives at fixed $z$ the real field $\propto\hat{\mathbf x}\cos\omega t+\hat{\mathbf y}\sin\omega t$. An observer at large positive $z$ who looks back towards the source sees $x$ to the right and $y$ upwards, and sees this field turn counterclockwise; this is called left circular light, and $\mathbf e_R=\mathbf e_L^*$ is right circular. Suppose first that the real part of $\tilde\alpha$ is isotropic in the transverse plane, $\mathrm{Re}\,\tilde\alpha_{\alpha\beta}=\bar\alpha\,\delta_{\alpha\beta}$. The matrix then has $\tilde\alpha_{xy}=i(k/\omega)D_z=-\tilde\alpha_{yx}$. Acting on $(1,i)$ it gives $(\bar\alpha-(k/\omega)D_z,\;i\bar\alpha-i(k/\omega)D_z)$, so $\mathbf e_L$ is an eigenvector with eigenvalue $\bar\alpha-(k/\omega)D_z$, and in the same way $\mathbf e_R$ has $\bar\alpha+(k/\omega)D_z$. Each mode has its own $k=n\omega/c$, and (3) becomes

$$n_L^2-1=\frac{N}{\varepsilon_0}\left(\bar\alpha-\frac{n_LD_z}{c}\right),\qquad n_R^2-1=\frac{N}{\varepsilon_0}\left(\bar\alpha+\frac{n_RD_z}{c}\right).$$

Subtraction gives $(n_L-n_R)(n_L+n_R)=-(ND_z/\varepsilon_0c)(n_L+n_R)$, and the common factor cancels:

$$n_L-n_R=-\frac{ND_z}{\varepsilon_0c}.\tag{6}$$

Within (3), with $\tilde\alpha$ linear in $k$, the circular birefringence does not depend on the mean index; any such dependence in a dense medium comes from effects of higher order in $N$, such as the local field and the longitudinal field dropped above, which are outside the present model. Light polarized along $x$ at $z=0$ is $\tfrac12(\hat{\mathbf x}+i\hat{\mathbf y})+\tfrac12(\hat{\mathbf x}-i\hat{\mathbf y})$. After a path $l$ the two parts carry, apart from a common phase, the factors $e^{\pm i\Delta\theta}$ with $\Delta\theta=\omega l(n_L-n_R)/2c$. The $x$ component is $\tfrac12(e^{i\Delta\theta}+e^{-i\Delta\theta})=\cos\Delta\theta$ and the $y$ component is $\tfrac i2(e^{i\Delta\theta}-e^{-i\Delta\theta})=-\sin\Delta\theta$. The plane has turned clockwise for the observer facing the source when $\Delta\theta>0$, the sense called dextrorotatory and counted positive. With (6) and $1/\varepsilon_0c^2=\mu_0$,

$$\Delta\theta=-\tfrac12\,\omega\mu_0Nl\,D_z .\tag{7}$$

It remains to express $D_z$ in multipole tensors. Define the dipole $\mu_\alpha=\sum q r_\alpha$, the total current $\Pi_\alpha=\sum(q/m)p_\alpha$, the second moment $Q_{\alpha\beta}=\sum q r_\alpha r_\beta$, its current counterpart $\Sigma_{\alpha\beta}=\sum(q/m)(r_\alpha p_\beta+p_\alpha r_\beta)$, the traceless quadrupole $\Theta_{\alpha\beta}=\tfrac12\sum q(3r_\alpha r_\beta-r^2\delta_{\alpha\beta})$ and the magnetic dipole $\mathbf m=\sum(q/2m)\,\mathbf r\times\mathbf p$. A local $V$ commutes with every function of position, so only the kinetic energy contributes to the commutators $[H_0,\mu_\alpha]=-i\hbar\Pi_\alpha$ and $[H_0,Q_{\alpha\beta}]=-i\hbar\Sigma_{\alpha\beta}$, which follow from $[p^2,r_\alpha]=-2i\hbar p_\alpha$ and $[H_0,r_\alpha r_\beta]=[H_0,r_\alpha]r_\beta+r_\alpha[H_0,r_\beta]$. Between eigenstates $[H_0,O]_{0j}=(E_0-E_j)O_{0j}=-\hbar\omega_jO_{0j}$ and $[H_0,O]_{j0}=+\hbar\omega_jO_{j0}$. Dividing by $-i\hbar$ gives the hypervirial relations

$$\Pi_{\alpha,0j}=-i\omega_j\,\mu_{\alpha,0j},\qquad \Pi_{\alpha,j0}=i\omega_j\,\mu_{\alpha,j0},\qquad \Sigma_{\alpha\beta,0j}=-i\omega_j\,Q_{\alpha\beta,0j},\qquad\Sigma_{\alpha\beta,j0}=i\omega_j\,Q_{\alpha\beta,j0}.\tag{8}$$

They hold for exact eigenstates of a Hamiltonian with a local potential, and every step that uses them inherits this condition.

Expanding the exponential, $J_\beta=\Pi_\beta+ikT_\beta+\dots$ and $J^\dagger_\alpha=\Pi_\alpha-ikT_\alpha+\dots$, with the Hermitian operator $T_\beta=\sum(q/m)\,zp_\beta$. The numerator in (4) becomes

$$P^{\,j}_{\alpha\beta}=\Pi_{\alpha,0j}\Pi_{\beta,j0}+ik\left[\Pi_{\alpha,0j}T_{\beta,j0}-T_{\alpha,0j}\Pi_{\beta,j0}\right]+O(k^2).\tag{9}$$

The frequency factor is split by the identity $\omega_j/(\omega_j^2-\omega^2)=1/\omega_j+\omega^2/[\omega_j(\omega_j^2-\omega^2)]$, which is confirmed by putting the right side over a common denominator. It separates the static response from the rest:

$$\tilde\alpha_{\alpha\beta}=\frac{1}{\omega^2}\left[\chi_{\alpha\beta}(0,k)-\delta_{\alpha\beta}\sum\frac{q^2}{m}\right]+\frac2\hbar\sum_{j\ne0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j(\omega_j^2-\omega^2)},\qquad\chi_{\alpha\beta}(0,k)=\frac2\hbar\sum_{j\neq0}\frac{P^{\,j}_{\alpha\beta}}{\omega_j}.\tag{10}$$

The square bracket vanishes through first order in $k$. One lemma serves for both orders. Let $M$ be a Hermitian operator whose matrix elements between real functions are imaginary, as for $\Pi$, $T$ and $\mathbf m$; then $M_{j0}=M_{0j}^*=-M_{0j}$ and $M_{00}=0$. Since $\mu_{0j}=\mu_{j0}$ is real, $\mu_{0j}M_{j0}=-M_{0j}\mu_{j0}=\tfrac12(\mu_{0j}M_{j0}-M_{0j}\mu_{j0})$. The term $j=0$ is zero and may be added, and completeness gives $\sum_{j\neq0}\mu_{0j}M_{j0}=\tfrac12\langle0|[\mu,M]|0\rangle$. At zeroth order, (8) turns $(2/\hbar)\sum_j\Pi_{\alpha,0j}\Pi_{\beta,j0}/\omega_j$ into $(-2i/\hbar)\sum_j\mu_{\alpha,0j}\Pi_{\beta,j0}=(-i/\hbar)\langle[\mu_\alpha,\Pi_\beta]\rangle$, and $[\mu_\alpha,\Pi_\beta]=i\hbar\delta_{\alpha\beta}\sum q^2/m$ makes this $\delta_{\alpha\beta}\sum q^2/m$. This is the Thomas–Reiche–Kuhn sum rule, and it cancels the diamagnetic constant. At first order, (8) turns the bracket of (9), divided by $\omega_j$, into $-i\mu_{\alpha,0j}T_{\beta,j0}-iT_{\alpha,0j}\mu_{\beta,j0}$. By the lemma the sum over $j$ is $-\tfrac i2\langle[\mu_\alpha,T_\beta]\rangle+\tfrac i2\langle[\mu_\beta,T_\alpha]\rangle$. For transverse indices $[\mu_\alpha,T_\beta]=i\hbar\delta_{\alpha\beta}\sum q^2z/m$, which is symmetric in $\alpha\beta$, so the two terms cancel.

The rotation angle has been reduced by (7) to a single origin-independent number $D_z$, and the static bracket in (10) has been shown to vanish through first order in $k$. It remains to evaluate the last term of (10) and so express $D_z$ in multipole tensors.
